# Optimal transport distributions for zT: delta at fixed area, boxcar when bounded, part 2

Carriers of charge \(-e\) move along \(z\) at temperature \(T\) and electrochemical potential \(\mu\). We seek the transport distribution \(\Sigma(E)\ge0\) of bounded height that maximizes \(zT\) at fixed lattice conductivity \(\kappa_l>0\). Derivations use reduced units, the example SI units. With \(x=(E-\mu)/kT\), \(f=1/(e^x+1)\) and \(D=-df/dx\le e^{-|x|}\),

\[ (\ln D)'=-\tanh(x/2),\qquad (\ln D)''=-\frac{1}{2\cosh^2(x/2)}=-2D . \tag{1} \]

Let \(e^2\Sigma=\sigma_0s(x)\), \(I_n=\int s\,x^nD\,dx\) and \(K=\kappa_l/[(k/e)^2T\sigma_0]\). The particle and heat currents and the transport coefficients are

\[ j_N=-\frac{\sigma_0}{e^2}\left[I_0\partial_z\mu+I_1k\,\partial_zT\right],\qquad j_Q=-\frac{\sigma_0kT}{e^2}\left[I_1\partial_z\mu+I_2k\,\partial_zT\right]. \tag{2} \]

\[ \sigma=\sigma_0I_0,\qquad S=-\frac ke\frac{I_1}{I_0},\qquad \kappa_e=\left(\frac ke\right)^2T\sigma_0\left(I_2-\frac{I_1^2}{I_0}\right). \tag{3} \]

\[ zT=\frac{I_1^2/I_0}{I_2-I_1^2/I_0+K}=\frac{r^2}{1-r^2},\qquad r=\frac{|I_1|}{\sqrt{I_0(I_2+K)}} . \tag{4} \]

\[ zT\le\frac{I_2}{K},\qquad r^2\le\frac{I_2}{I_2+K}<1 . \tag{8} \]

Mirroring \(x\to-x\) preserves \(zT\). In a leg of length \(\ell_z\) with small temperature drop \(\Delta T\), \(\mu\) rises by \(\nu k\Delta T\) toward the cold end. With \(C=\sigma_0(k/e)^2\Delta T/\ell_z\), power and heat input per area are

\[ P=C\,\Delta T\,\nu\,(I_1-\nu I_0),\qquad Q=C\,T\,(I_2-\nu I_1+K). \tag{5} \]

For \(I_1>0\) and \(\eta_C=\Delta T/T\), the best load gives

\[ \frac{\eta_{\max}}{\eta_C}=\frac{1-p}{1+p},\qquad \nu=\frac{I_1/I_0}{1+p},\qquad p=\frac{1}{\sqrt{1+zT}} . \tag{6} \]

At fixed area \(a=\int s\,dx\), \(g=x^2D\) peaks at \(b=2.3994\), with \(D(b)=0.07630\) and \(g(b)=0.4392\).

**Theorem A.** For \(K>0\), \(zT\le a\,g(b)/K\), with equality if and only if \(s=a\,\delta(x-b)\) or \(s=a\,\delta(x+b)\).

A narrow box of width \(w\) obeys (9), with \(D\) taken at its centre, and, if centred at \(b\), (10), with \(Z_\delta=ag(b)/K\):

\[ I_2-\frac{I_1^2}{I_0}=\frac{aDw^2}{12}\left[1+O(w^2)\right]. \tag{9} \]

\[ \frac{Z_\delta-zT}{Z_\delta}=\frac{w^2}{12}\left[\frac{Z_\delta+2}{b^2}+D(b)\right]+O(w^4). \tag{10} \]

For \(0\le s\le h\) only \(\kappa=K/h\) matters. Unless written, \(h=1\), so \(\sigma_0=e^2\Sigma_{\max}\) and \(I_2\le4\). The power factor \(I_1^2/I_0\), linearized as \(2\lambda I_1-\lambda^2I_0\), is largest for a step. A step from \(x_1\) upward has \(I_0=f(x_1)\) and

\[ \frac{I_1}{I_0}=x_1+\varepsilon(x_1),\qquad \varepsilon(x)=(1+e^x)\ln(1+e^{-x}). \tag{11} \]

Here \(\varepsilon\) falls from \(\varepsilon(0)=2\ln2\). The best step has \(\varepsilon(x_s)=x_s=1.1446\) and power factor \(P_s=1.2654\). For small \(\kappa\), the best full-height narrow box at centre \(c_0\) has

\[ w=\left(\frac{6\kappa}{D}\right)^{1/3},\qquad \kappa_e=\frac{\kappa_l}{2},\qquad zT\simeq\frac{4c_0^2}{w^2}=4\left(\frac{c_0^3D}{6\kappa}\right)^{2/3}. \tag{12} \]

Its best centre \(c=3.2436\) solves \(c\tanh(c/2)=3\), giving \(zT\simeq1.3934\,\kappa^{-2/3}\).

**Theorem B.** For \(0\le s\le1\) and \(\kappa>0\), \(zT\) has a maximizer. It is unique up to \(x\to-x\) and changes on sets of measure zero, and it equals \(1\) on an interval \((x_1,x_2)\) with \(0<x_1<x_2<\infty\) and \(0\) elsewhere.

### 12. Every distribution is matched or beaten by a boxcar

The linearization used for the power factor extends to \(r\). For numbers \(0<\rho<1\) and \(t>0\) define

\[ L_{\rho,t}[s]=2tI_1-\rho\left(t^2I_0+I_2+\kappa\right)=\int s\,D\,q\,dx-\rho\kappa,\qquad q=2tx-\rho t^2-\rho x^2 . \]

The parabola \(q\) opens downward. Its roots solve \(x^2-2tx/\rho+t^2=0\):

\[ x_{1,2}=\frac{t}{\rho}\left(1\mp\sqrt{1-\rho^2}\right),\qquad x_1x_2=t^2,\qquad x_1+x_2=\frac{2t}{\rho}. \tag{13} \]

Both are positive, finite and distinct, and \(q>0\) between them and \(q<0\) outside. Let \(B\) be the boxcar equal to \(1\) on \((x_1,x_2)\).

Take an admissible \(s\). If \(I_1=0\) then \(zT=0\), and if \(I_1<0\) the mirror image is used, so let \(I_1>0\). Choose \(\rho=r[s]\), which lies in \((0,1)\), and \(t^2=(I_2+\kappa)/I_0\). Then \(t\sqrt{I_0(I_2+\kappa)}=I_2+\kappa\), so \(2tI_1=2\rho(I_2+\kappa)\), while \(t^2I_0+I_2+\kappa=2(I_2+\kappa)\). Hence \(L[s]=0\). Next,

\[ L[B]-L[s]=\int(B-s)\,D\,q\,dx\ \ge0, \]

because \(B-s=1-s\ge0\) where \(q>0\) and \(B-s=-s\le0\) where \(q<0\). Since \(Dq\) vanishes at two points and nowhere else, the integral is zero if and only if \(s=B\) almost everywhere. Now let \(I_n'\) be the moments of \(B\). The inequality \(L[B]\ge0\) and the square \((t\sqrt{I_0'}-\sqrt{I_2'+\kappa})^2\ge0\) give

\[ 2tI_1'\ \ge\ \rho\left(t^2I_0'+I_2'+\kappa\right)\ \ge\ 2\rho t\sqrt{I_0'(I_2'+\kappa)} . \]

Division by \(2t\sqrt{I_0'(I_2'+\kappa)}\) yields \(r[B]\ge r[s]\), strictly unless \(s=B\) almost everywhere. The argument compares \(s\) with \(B\) directly and is global; it assumes nothing about the shape of \(s\).

If the bound depends on energy, \(0\le s\le h(x)\) with \(h\,(1+x^2)D\) integrable, the same lines hold, for either sign of \(I_1\), with \(B=h(x)\) on the interval.

### 13. Existence and the edge conditions

It remains to maximize over boxcars with \(0\le x_1\le x_2\le\infty\). In the coordinates \(f(x_1)\) and \(f(x_2)\) this set is a closed triangle. The moments \(\int_{x_1}^{x_2}x^nD\,dx\) are continuous on it, because \(x^nD\) is integrable. The moment \(I_0=f(x_1)-f(x_2)\) vanishes on the side \(x_1=x_2\) and nowhere else; there \(r\) is defined as zero. This extension is continuous, since \(r^2\le I_2/(I_2+\kappa)\) and \(I_2\to0\) on that side. A continuous function on a compact set has a maximum \(r^*\), and \(r^*>0\). By Section 12, \(r[s]\le r[B]\le r^*\) for every admissible \(s\), so \(r^*\) is the global maximum. A maximizer cannot be strictly improved, so it coincides with its own \(B\), whose edges are positive and finite.

For this boxcar, Eq. (13) holds with \(t^2=(I_2+\kappa)/I_0\) and \(\rho=r=I_1/tI_0\), the latter because \(\sqrt{I_0(I_2+\kappa)}=tI_0\). Since \(2x_1x_2/(x_1+x_2)=\rho t\), the two edge conditions are

\[ x_1x_2=\frac{I_2+\kappa}{I_0},\qquad \frac{2x_1x_2}{x_1+x_2}=\frac{I_1}{I_0}. \tag{14} \]

The reduced thermopower \(|S|e/k\) is the harmonic mean of the edges. From Eq. (13), \(r^2=4x_1x_2/(x_1+x_2)^2\), and so \(1-r^2=(x_2-x_1)^2/(x_1+x_2)^2\). Then

\[ p=\frac{x_2-x_1}{x_2+x_1},\qquad zT=\frac{4x_1x_2}{(x_2-x_1)^2},\qquad \frac{\eta_{\max}}{\eta_C}=\frac{1-p}{1+p}=\frac{x_1}{x_2}. \tag{15} \]

These hold for the optimal boxcar, not for an arbitrary one.

### 14. Meaning of the two edges

Since \(1+p=2x_2/(x_1+x_2)\), the harmonic mean equals \(x_1(1+p)\), and the best load is \(\nu=(I_1/I_0)/(1+p)=x_1\). In Eq. (5) the carriers at energy \(x\) contribute \(sD\,\nu(x-\nu)\) to \(P/C\Delta T\) and \(sD\,x(x-\nu)\) to \(Q/CT\). Below \(x=\nu=x_1\) they flow from cold to hot and consume power. For \(x\le0\) they return no heat to the hot end, so they only do harm. For \(0<x<x_1\) they do return heat, but they consume \(\nu/x>1\) units of reduced power per unit of reduced heat returned, more than the ratio \(x_1/x_2<1\) at which the leg turns heat into work. Removing all carriers below \(x_1\) therefore raises the efficiency. Above \(x_1\) they deliver work, with a ratio of reduced power to reduced heat of \(\nu/x\). A small addition raises the ratio \(P/Q\) if its own ratio exceeds the existing one. The existing value is \(x_1/x_2\), so a channel helps when \(x_1/x>x_1/x_2\), that is for \(x<x_2\). The lower edge blocks backflow and the upper edge removes carriers that carry too much heat per unit of work. The power alone gains from all \(x>\nu\), which agrees with the step found for the power factor.

### 15. Uniqueness

For fixed \(\rho\) define \(G_\rho(t)=\int_{x_1}^{x_2}D\,q\,dx\) with the edges of Eq. (13). Because \(q\) vanishes at the edges, their motion does not contribute to the derivative, and \(G_\rho'=2\int_{x_1}^{x_2}D\,(x-\rho t)\,dx=2(I_1-\rho tI_0)\). Any interval with positive edges defines \(t=\sqrt{x_1x_2}\) and \(\rho=2t/(x_1+x_2)\). The second condition in Eq. (14) is then \(G_\rho'(t)=0\). When it holds, \(G_\rho=2\rho t^2I_0-\rho t^2I_0-\rho I_2=\rho(t^2I_0-I_2)\), so the first condition is \(G_\rho(t)=\rho\kappa\).

Put \(x=tu\). The limits \(u_{1,2}=(1\mp\sqrt{1-\rho^2})/\rho\) no longer depend on \(t\), and

\[ G_\rho'(t)=2t^2D(t\rho)\,\phi(t),\qquad \phi(t)=\int_{u_1}^{u_2}(u-\rho)\,\frac{D(tu)}{D(t\rho)}\,du . \]

By Eq. (1),

\[ \partial_t\frac{D(tu)}{D(t\rho)}=\frac{D(tu)}{D(t\rho)}\left[\rho\tanh\frac{t\rho}{2}-u\tanh\frac{tu}{2}\right]. \]

The function \(u\tanh(tu/2)\) increases with \(u>0\), so the bracket has the sign opposite to \(u-\rho\). The integrand of \(\phi'\) is negative except at \(u=\rho\), and \(\phi\) decreases strictly. It has at most one zero. All maximizers share \(\rho=r^*\), so they share \(t\), and then the edges. This completes the proof of Theorem B.

More is true: Eq. (14) has no other solution with positive edges. In the scaled form \(G_\rho=t^3\int D(tu)(2u-\rho-\rho u^2)\,du\), the function is positive and tends to zero for \(t\to0\) and, because \(D(tu)\le e^{-tu_1}\), for \(t\to\infty\). Its single stationary point \(t_\rho\) is therefore its maximum. Let \(m(\rho)=G_\rho(t_\rho)/\rho\). The quotient \(G_\rho(t)/\rho\) is the integral of \(D\) times the positive part of \(2xt/\rho-t^2-x^2\), which grows strictly when \(\rho\) is lowered at fixed \(t\). For \(\rho'<\rho\) this gives \(m(\rho')\ge G_{\rho'}(t_\rho)/\rho'>m(\rho)\). The equation \(m(\rho)=\kappa\) has at most one root, and a root found numerically is the global optimum. The scaling \(x=tu\) used a constant bound; uniqueness for an energy-dependent bound is not shown here.

### 16. The two limits of the general solution

Large \(\kappa\). Since \(I_2\le4\), \(r^2\le4/(4+\kappa)\to0\) and \(p\to1\). The mean of \(x\) over a box does not exceed the mean over the step with the same lower edge, because the step adds weight at larger \(x\). With Eq. (11), \(x_1(1+p)=I_1/I_0\le x_1+\varepsilon(x_1)<x_1+2\), so \(x_1<2/p\) stays bounded. The first edge condition gives \(x_1x_2\ge\kappa/I_0\ge2\kappa\), as \(I_0\le f(0)=1/2\), so \(x_2\to\infty\). The second condition tends to \(2x_1=x_1+\varepsilon(x_1)\), whose single root is \(x_s\). The boxcar becomes the step, and \(\kappa\,zT\to P_s\).

Small \(\kappa\). The narrow box is admissible and its \(zT\) diverges, so the optimal \(zT\) diverges and \(p\to0\), \(\rho\to1\). The interval in \(u\) has centre \(1/\rho\) and half-width \(\delta=p/\rho\), and \(1/\rho-\rho=p^2/\rho\). Write \(u=1/\rho+v\). To first order the weight is \(1-t\tanh(t/2)\,v\) times a constant that tends to one, and

\[ \phi\simeq\int_{-\delta}^{\delta}\left(p^2+v\right)\left[1-t\tanh(t/2)\,v\right]dv\simeq2p^3\left[1-\tfrac13\,t\tanh(t/2)\right], \]

using \(\int v^2dv=2\delta^3/3\); the omitted terms are of higher order in \(p\) at fixed \(t\). For small \(p\), \(\phi\) is positive at any fixed \(t<c\) and negative at any fixed \(t>c\), so its single zero tends to \(c\). The first edge condition reads \(\kappa=I_0(t^2-I_2/I_0)\). Here \(I_2/I_0\) is the squared mean \(\rho^2t^2\) plus the variance \(w^2/12\) from Eq. (9), and \(w=2tp/\rho\) gives \(t^2(1-\rho^2)=t^2p^2\simeq w^2/4\). So \(\kappa\simeq wD\,(w^2/4-w^2/12)=Dw^3/6\), which is Eq. (12). The narrow box is the leading form of the global optimum. At \(\kappa=10^{-6}\) the asymptotic value is \(1.3934\times10^4=13934\), and a Nelder–Mead maximization of Eq. (4) over the two edges gives \(13933\).

For intermediate \(\kappa\), Eq. (14) is solved by nested bracketing with moments from Gauss–Legendre quadrature. For given \(p\) one sets \(x_2=x_1(1+p)/(1-p)\) and finds \(x_1\) from \(I_1/I_0=x_1(1+p)\); then \(p\) is adjusted until \(x_1x_2I_0-I_2=\kappa\).

| \(\kappa\) | \(x_1\) | \(x_2\) | \(zT\) |
|---|---|---|---|
| 0.01 | 2.713 | 3.911 | 29.57 |
| 0.1 | 2.228 | 4.924 | 6.036 |
| 1 | 1.558 | 8.881 | 1.032 |
| 10 | 1.205 | 41.48 | 0.1232 |

At \(\kappa=0.01\), Eq. (12) gives \(1.3934\times0.01^{-2/3}=30.0\), which lies 1.5% above the tabulated optimum, and at \(\kappa=0.1\) it gives \(6.47\), 7% above. At \(\kappa=10\) the lower edge is \(0.06\) above \(x_s\), and the upper edge lies where \(D\le e^{-41}\), so the boxcar differs from a step by a negligible weight.

### 17. Height and area both bounded

Let \(0\le s\le h\) and \(\int s\,dx\le a\). Take \(s\) with \(I_1>0\) and choose \(\rho\) and \(t\) as before, with \(K\) in place of \(\kappa\). On \((x_1,x_2)\), \((\ln q)''=q''/q-(q'/q)^2<0\) because \(q''=-2\rho\), and \((\ln D)''<0\). So \(Dq\) rises strictly from zero to one peak and falls strictly to zero. For \(\lambda\ge0\) the set where \(Dq>\lambda\) is an interval whose length shrinks continuously from \(x_2-x_1\) to zero. If \(x_2-x_1\le a/h\), take \(\lambda=0\); otherwise take the \(\lambda>0\) that makes the length \(a/h\). With \(B=h\) on that interval,

\[ L[B]-L[s]=\int(B-s)(Dq-\lambda)\,dx+\lambda\int(B-s)\,dx . \]

The first integrand is non-negative by the sign argument of Section 12. The second term is zero for \(\lambda=0\) and equals \(\lambda(a-\int s\,dx)\ge0\) otherwise. Hence \(r[B]\ge r[s]\), strictly unless \(s=B\). Boxes of length at most \(a/h\), together with the side \(I_0=0\), form a closed part of the triangle, so a maximizer exists and is a boxcar of full height. If its width is below \(a/h\), it has \(\lambda=0\), satisfies Eq. (14) and is the optimum of Theorem B. When that optimum is wider than \(a/h\), the width is therefore \(a/h\) and one number, the centre, remains to be optimized. Uniqueness of the centre is not shown here.

Limits. For \(a\to\infty\) Theorem B is recovered. For \(h\to\infty\) the optimum lies between \(Z_\delta\), by Theorem A, and the value of the box of width \(a/h\) at \(b\), which tends to \(Z_\delta\) by Eq. (10). Since \(zT\le I_2/K\le(a/K)\max x^2D\) over the box, the box must close in on \(b\). If the area is required to equal \(a\), any surplus can be spread at height at most \(h\) beyond a large \(x=R\), where it changes \(I_n\) by at most \(aR^nD(R)\to0\), so the supremum is the same.

### 18. Worked example

The parameters are round model values that refer to no material: \(T=300\) K, \(\kappa_l=1\) W/(m K) and \(\sigma_0=e^2\Sigma_{\max}=10^6\) S/m. The constants give \(kT=25.852\) meV and \(k/e=86.173\ \mu\)V/K. The digits below serve to follow the arithmetic and carry no claim about a real solid. The unit of thermal conductivity and the reduced parameter are

\[ (86.173\times10^{-6})^2\times300\times10^6=2.2278\ \text{W/(m K)},\qquad \kappa=\frac{1}{2.2278}=0.4489 . \]

The nested bracketing gives \(x_1=1.7916\) and \(x_2=6.7278\), a width of \(4.9362\). The window runs from \(46.3\) to \(173.9\) meV above \(\mu\). Quadrature over it gives \(I_0=0.14168\), \(I_1=0.40091\) and \(I_2=1.25886\). The two edge conditions read

\[ 1.7916\times6.7278=12.054=\frac{1.25886+0.4489}{0.14168},\qquad \frac{2\times12.054}{8.5194}=2.8297=\frac{0.40091}{0.14168}, \]

with \(t=\sqrt{12.054}=3.4718\) and \(r=2\times3.4718/8.5194=0.8150\). Equation (3) gives \(\sigma=1.417\times10^5\) S/m and \(S=-86.173\times2.8297=-243.8\ \mu\)V/K. The reduced power factor is \(0.40091^2/0.14168=1.1344\), so \(\sigma S^2=1.1344\times2.2278/300=8.424\) mW/(m K²). The electronic heat conduction is \(\kappa_e=2.2278\times(1.25886-1.1344)=0.277\) W/(m K), and the Lorenz number \(\kappa_e/\sigma T\) is \(0.1244/0.14168=0.878\) in units of \((k/e)^2\). Then

\[ zT=\frac{8.424\times10^{-3}\times300}{0.2772+1}=1.979,\qquad \frac{4x_1x_2}{(x_2-x_1)^2}=\frac{48.214}{24.366}=1.979, \]

and the best efficiency for small \(\Delta T\) is \(1.7916/6.7278=0.266\) of the Carnot value. The window is almost \(5kT\) wide, outside the range of the narrow-box formula.

The step at \(x_s\) has \(\sigma S^2=1.2654\times2.2278/300=9.397\) mW/(m K²), and quadrature of its \(I_2\) gives \(\kappa_e=0.6144\) W/(m K). Its figure of merit is \(9.397\times10^{-3}\times300/1.6144=1.746\). Relative to the step, the boxcar gives up 10% of the power factor and lowers the total thermal conductivity from \(1.614\) to \(1.277\), by 21%, which raises \(zT\) by 13%. The same step serves as a lower bound at \(\kappa=10\): its reduced \(\kappa_e\) is \(0.6144/2.2278=0.276\), and \(1.2654/10.276=0.1231\) lies just under the tabulated \(0.1232\). The gap between \(\kappa\,zT=1.232\) and \(P_s=1.265\) is thus almost entirely due to the electronic heat conduction.

The area of the boxcar is \(a=4.9362\), or \(e^2\int\Sigma\,dE=10^6\times4.9362\times0.025852=1.276\times10^5\) (S/m) eV. A delta of this area sits at \(2.3994\times25.852=62.0\) meV, with \(S=-86.173\times2.3994=-206.8\ \mu\)V/K, \(\sigma=10^6\times4.9362\times0.07630=3.766\times10^5\) S/m, \(\kappa_e=0\) and

\[ Z_\delta=\frac{4.9362\times0.4392}{0.4489}=4.830 . \]

At equal area the height bound lowers the attainable \(zT\) from \(4.83\) to \(1.98\) for these parameters. Between the two lie boxes of the same area whose height is raised by a factor \(h\). Solving Eq. (14) at \(\kappa/h\) for \(h=3,10,100\) gives windows wider than \(a/h\), so by Section 17 the width is \(a/h\). The centre follows from a bounded one-dimensional maximization of Eq. (4) on \(1\le x\le5\).

| \(h\) | centre | \(zT\) |
|---|---|---|
| 3 | 2.788 | 3.855 |
| 10 | 2.441 | 4.711 |
| 100 | 2.3998 | 4.8288 |

For \(h=100\), \(w=0.049362\) and \(w^2/12=2.03\times10^{-4}\). The bracket of Eq. (10) is \(6.830/5.757+0.0763=1.263\), so the deficit relative to \(Z_\delta\) is \(2.56\times10^{-4}\), or \(0.0012\) in \(zT\), which is the difference \(4.8300-4.8288\). For \(h=10\) the same formula gives a deficit a hundred times larger, \(0.124\), against the computed \(4.830-4.711=0.119\); terms beyond \(w^2\) are no longer negligible there.

Both theorems treat \(s\) and \(\kappa_l\) as independent. If the change that reshapes \(\Sigma\) also alters phonon scattering, \(K\) depends on \(s\), the functional \(L\) need not be linear in \(s\), and the comparison with \(B\) is no longer guaranteed. The proofs also need the currents in the form of Eq. (2), with one non-negative \(\Sigma(E)\) weighted by \(1\), \(x\) and \(x^2\); where inelastic processes or phonon drag add terms outside this form, Eq. (8) does not follow. The efficiency relations hold to leading order in \(\Delta T/T\).
